Oxygen Vacancies Compensated by Electrons: the Minus One-Sixth Pressure Law

1. A case that can be seen through

Lower the oxygen pressure over an oxide by a factor of 64 at fixed temperature. An oxygen atom leaving the crystal becomes half of an O2 molecule, so the tendency to leave grows by √64 = 8. Each departure creates one doubly ionised vacancy and two free electrons. Equilibrium, as shown below, fixes the product

(vacancy density) × (electron density)².

This product must therefore grow by 8. If the vacancies are the source of all the electrons, both densities grow by the same factor, and 2 × 2² = 8. A 64-fold drop in pressure doubles the vacancy density:

64^(1/6) = 2.

The power is −1/6 because the half molecule gives 1/2, and this is shared among three particles, one vacancy and two electrons.

2. Result, symbols and conditions

Let v be the density of doubly ionised oxygen vacancies, n the density of free electrons, p the partial pressure of O2 and p0 = 760 Torr a reference pressure. Write r = p/p0. The result is

v = (K/4)^(1/3) r^(−1/6), n = 2v,

K = N_s N_c² exp(−G/kT).

N_s is the density of oxygen sites and N_c the effective density of conduction states, defined in section 3. G is the free energy for taking one lattice oxygen into the gas at p0, leaving a doubly ionised vacancy and two electrons at the conduction band edge. It excludes the entropy of choosing sites and electron states, which is counted separately.

The derivation assumes full equilibrium with an ideal gas, few vacancies, non-degenerate electrons and no interaction between defects. It neglects holes, dopants, other native defects (fourfold-charged cation interstitials that supply the electrons, for example, would give a power of −1/5) and electrons bound to vacancies, and it takes the oxide to be locally neutral. The algebra uses atomic units (ħ, the electron mass and the elementary charge are 1), with kT as an energy.

3. The three chemical potentials

The reaction is

O(lattice) ⇌ V(2+) + 2e⁻ + ½O2.

The departing oxygen is counted as a neutral atom. In the ionic picture the lattice oxygen carries charge −2, and its two electrons stay behind. The site then has charge +2 relative to the perfect crystal, which balances the two electrons.

Gas. For N independent molecules in volume V, the partition function is q^N/N!, where q = V f(T). Adding one molecule changes the free energy by

μ(O2) = −kT ln[q/(N + 1)] ≈ kT ln(N/q).

The ideal gas law gives N/V = p/kT, hence

μ(O2) = kT ln[p/(kT f(T))] = μ0(T) + kT ln r.

The reaction releases half a molecule. The energy for removing one oxygen is therefore

g(p) = G + ½kT ln r.

Below the reference pressure the logarithm is negative, and removal costs less.

Vacancies. Among M sites, N vacancies can be placed in M!/[N!(M − N)!] ways. Going from N to N + 1 multiplies this number by (M − N)/(N + 1). The free energy contribution is minus kT times the logarithm of this factor:

kT ln[(N + 1)/(M − N)] ≈ kT ln(v/N_s), for v ≪ N_s.

Electrons. Including spin, the number of states per volume with wavenumber between k and k + dk is

2 × 4πk² dk/(2π)³ = k² dk/π².

For a parabolic band of mass m, with energy E measured from the band edge, k = (2mE)^(1/2) and k dk = m dE. Hence

k² dk/π² = (2m)^(3/2) E^(1/2) dE/(2π²).

Let μ_e be the electron chemical potential measured from the band edge. When it lies several kT below the edge, the occupation is exp[(μ_e − E)/kT]. The energy integral is

∫₀^∞ E^(1/2) exp(−E/kT) dE = (√π/2)(kT)^(3/2).

Multiplying the factors gives

n = N_c exp(μ_e/kT), N_c = 2(m kT/2π)^(3/2),

or, solved for the chemical potential, μ_e = kT ln(n/N_c).

4. From equilibrium to the power

At equilibrium, removing one more oxygen does not change the free energy to first order. One vacancy and two electrons are created, so

g(p) + kT ln(v/N_s) + 2kT ln(n/N_c) = 0.

Insert g(p), divide by kT and collect the logarithms:

ln[v n² r^(1/2)/(N_s N_c²)] = −G/kT.

Exponentiation gives the law of mass action:

v n² r^(1/2) = K. (A)

Each vacancy has charge +2 and each electron −1. With no other charges, neutrality requires

2v = n.

Substitute n = 2v into (A):

v(2v)² = 4v³ = K r^(−1/2).

Divide by 4 and take the cube root:

v = (K/4)^(1/3) r^(−1/6).

The factor 4 comes from squaring the two electrons per vacancy. It affects the density but not the power.

5. The same law from counting

The law also follows without chemical potentials for the defects. Take a neutral box that exchanges oxygen with the gas, with M = N_s V oxygen sites and L = N_c V electron states, all placed at the band edge. This replacement is equivalent to the real band when the electrons are dilute. A state with N vacancies and 2N electrons has the dilute weight

W(N) = a^N/[N!(2N)!], a = M L² exp(−g/kT).

Neighbouring weights obey

N × 2N(2N − 1) W(N) = a W(N − 1).

Summing over N and dividing by the sum of all weights gives an average:

⟨N × 2N(2N − 1)⟩ = a.

For large N this becomes 4N³ = a. Division by V³ returns 4v³ = K r^(−1/2).

The first finite-size correction follows from the same identity. Let N₀ be defined by 4N₀³ = a. The logarithm of W(N)/W(N − 1) is approximately ln(a/4N³), whose slope is −3/N, so the variance of N is about N/3. With mean N̄, this gives ⟨N³⟩ ≈ N̄³ + N̄² and ⟨N²⟩ ≈ N̄². The identity becomes

4N̄³ + 4N̄² − 2N̄² = 4N₀³,

so N̄ ≈ N₀ − 1/6. The correction is a fixed fraction of one vacancy and becomes negligible in a large sample.

6. When other charges are present

Suppose fixed, singly charged acceptors of density A are present. Neutrality becomes 2v = n + A, while (A) still holds. At fixed A, dn = 2dv. Differentiating the logarithm of (A) gives

d ln v + 2 d ln n = −½ d ln r.

Since d ln n = (2v/n) d ln v,

(1 + 4v/n) d ln v = −½ d ln r.

The local powers are therefore

d ln v/d ln p = −n/[2(n + 4v)],

d ln n/d ln p = −v/(n + 4v).

Three limits can be read off.

- With n = 2v, both powers are −1/6.
- With many acceptors, n ≪ v. The vacancy density settles at A/2, its power tends to 0, and the electron power tends to −1/4.
- Fixed donors correspond to negative A. If they supply nearly all electrons, n ≫ v and the vacancy power tends to −1/2.

A measured power of −1/4 for the electron density thus does not identify the vacancy charge by itself. Singly ionised vacancies that supply all the electrons give the same value. For them v₁n = K₁r^(−1/2) and n = v₁, so v₁ = K₁^(1/2) r^(−1/4). Measuring the vacancy density as well separates the two cases: it is nearly constant in the first and follows −1/4 in the second.

7. Worked example

Consider a thick film of a reducible, high-permittivity oxide with shallow vacancy levels, annealed at low oxygen pressure. The parameters are round model values and do not describe a particular material:

T = 1300 K, kT = 0.112 eV, G = 4.0 eV,
m = 1 electron mass, N_s = 6 × 10²² cm⁻³.

The oxygen partial pressure runs from 10⁻¹⁰ to 10⁻⁴ Torr. It is assumed to be set by the chemical equilibrium of the gas mixture; the total pressure may be far higher and does not enter the formula.

Converting the atomic-unit expression for N_c gives 2.264 × 10²⁰ cm⁻³. The mass-action constant is then

K = (6 × 10²²)(2.264 × 10²⁰)² exp(−4.0/0.112025)
≈ 9.57 × 10⁴⁷ cm⁻⁹.

The prefactor is (K/4)^(1/3) ≈ 6.21 × 10¹⁵ cm⁻³. At the low pressure,

r^(−1/6) = (760/10⁻¹⁰)^(1/6) ≈ 140,

v ≈ 6.21 × 10¹⁵ × 140 ≈ 8.7 × 10¹⁷ cm⁻³.

This equals 8.7 × 10⁻⁷ Å⁻³. The electron density is n = 1.74 × 10¹⁸ cm⁻³. At the high pressure the factor is 14.0, giving v = 8.7 × 10¹⁶ cm⁻³ and n = 1.74 × 10¹⁷ cm⁻³. Six decades of pressure change each density by one decade.

The removal energy g is 2.34 eV at the low pressure and 3.11 eV at the high pressure. Only one third of this difference appears in the exponent of v, because the two electrons created with each vacancy oppose further reduction. For the same reason, an error of 0.1 eV in G changes v by exp[0.1/(3 × 0.112)] ≈ 1.35.

The counting argument can be evaluated for a cube of edge 100 nm. The law gives 870.4 vacancies at the low pressure and 87.04 at the high pressure. A direct sum over N with the full combinatorial factors gives 865.7 and 86.82. Part of the deficit is the 1/6 found above. The rest comes from the finite number of electron states: L² is replaced by about (L − 2N)², which lowers N by the fraction (2/3)n/N_c. At the low pressure n/N_c = 0.0077, so this amounts to about 4.5 vacancies. The mean power between the two pressures is −0.1665.

8. Size of the neglected effects

Dilution and degeneracy. At the low pressure the vacant fraction of oxygen sites is 1.5 × 10⁻⁵. Solving neutrality with the Fermi–Dirac integral for the parabolic band, instead of its Boltzmann limit, lowers v by 0.18%. This is less than in the box because the real band spreads its states over energy.

Holes. For a gap of 3 eV and a hole mass of 1, the hole density at the high pressure is 7 × 10¹¹ cm⁻³. It is negligible beside n.

Bound electrons. Let the first electron bind to a vacancy with energy b₁ = 0.10 eV. Its two spin states give

v₁/v = 2(n/N_c) exp(b₁/kT) ≈ 0.038

at the low pressure. Neutrality becomes n = (2 + s)v, with s = v₁/v, so v falls by the fraction s/3 to first order. Solving numerically, with a second binding energy of 0.05 eV included, gives a fall of 1.2%. The total vacancy density, including vacancies that hold bound electrons, rises by 2.5%. A deeper first level, with the second level still shallow, can make singly ionised vacancies dominant and change the power to −1/4. If both levels are deep, neutral vacancies dominate: with both at 1.0 eV the total vacancy density follows a power near −1/2, while the electron power stays near −1/4.

Acceptors. For small A, put v = v*(1 + δ), where v* is the undoped value. Mass action gives (1 + δ)(1 + δ − A/2v*)² = 1, hence δ ≈ A/(3v*). With A = 10¹⁶ cm⁻³ at the high pressure, the numerical solution gives an increase of 3.9%. With A = 10¹⁸ cm⁻³, the mean vacancy power over the six decades is −0.060. With A = 10¹⁹ cm⁻³ it is −0.005, while the electron power is −0.248. The one-sixth law therefore requires A to be small compared with n at the highest pressure used, where n is smallest.

Coulomb interaction. Mobile vacancies and electrons screen one another. Let ψ be the electrostatic potential times the elementary charge, divided by kT. In a potential measured from the neutral interior, the densities are v exp(−2ψ) and 2v exp(ψ). In one dimension, for relative permittivity ε, Poisson's equation is

ψ″ = [8πv/(ε kT)][exp(ψ) − exp(−2ψ)].

For small ψ the last bracket is 3ψ, so ψ decays over the screening length λ, where

1/λ² = 24πv/(ε kT).

With ε = 60, λ is 8.4 nm at the low pressure and 27 nm at the high pressure. The screened potential of a charge z is z exp(−r′/λ)/(ε r′) at distance r′. Subtracting the bare potential leaves −z/(ελ) at the charge itself. Building up the charge gradually gives an energy −z²/(2ελ). For one vacancy and two electrons the sum of z² is 4 + 1 + 1 = 6, so G is lowered by 3/(ελ), or 0.0085 eV at the low pressure. Solved self-consistently, v rises by 2.6% and the mean power becomes −0.168. The power is steeper because the interaction is stronger where there are more defects. The estimate assumes many mobile charges within a screening length, so it is rough here: a sphere of radius λ holds only about seven at the low pressure.

9. Film thickness and real gate stacks

When the surfaces hold the potential away from its neutral value, local neutrality in the interior needs a film much thicker than λ. To show this, hold both surfaces at ψ = 1 and solve the nonlinear Poisson equation numerically at the high pressure. For a 1000 nm film, 2v/n at the midplane is 1.00. For a 5 nm film it is 0.05: the potential hardly falls inside the film, and most of the electron charge is balanced outside it. The midplane vacancy density is then about one seventh of the thick-film value. Both the factor and its direction depend on the chosen surface potential: with ψ = −1 at the surfaces, the midplane density rises about sevenfold instead.

Mass action (A) still holds locally in a thin film at equilibrium. If the contacts hold the Fermi level at a fixed distance from the band edge, and the vacancy charge bends the bands little, n is fixed. Then

v = (K/n²) r^(−1/2).

The pressure power is −1/2, not −1/6. The condition on band bending matters. For the 5 nm film, with the Fermi level at the surfaces held where ψ = 1 at the high pressure, the mean power of the midplane density over the six decades is −0.48. Held where ψ = −1, the vacancy charge bends the bands strongly at low pressure and the power is −0.32.

Now consider a gate dielectric a few nanometres thick, with relative permittivity 20, and with a wider gap and deeper vacancy levels than in the example. At fixed v and T, changing ε from 60 to 20 shortens λ by √3 and multiplies the Coulomb shift by 3√3 ≈ 5; at the low-pressure density a sphere of radius λ then holds only about one mobile charge, so the screening estimate is no longer reliable. The screening lengths become about 5 and 15 nm, still not small beside a gate film. Local neutrality therefore cannot be assumed in such a film; the size of the effect is set by the contacts. The sevenfold change above is close to exp(2) and only reflects the choice ψ = ±1. With ε = 20 at the high-pressure density, ψ = 3 lowers the midplane density about 340-fold and ψ = −3 raises it about 115-fold. The one-sixth law suits thick films or bulk samples of the same oxide, provided that the vacancies are mainly doubly ionised and electrons are the dominant compensating charge.

The law also describes the anneal, not the cooled device. Suppose the 8.7 × 10¹⁷ vacancies per cm³ from the low-pressure anneal are frozen in and cooled to 300 K. Solving neutrality with the same two binding energies leaves 19% of them doubly ionised, with 9.6 × 10¹⁷ free electrons per cm³. The share depends strongly on the chosen binding energies: it is 56% if both are halved and below 1% if both are doubled, and hydrogen-like levels for ε = 60 and m = 1, about 15 and 7 meV, would give about 80%. These figures leave out the Coulomb interaction, which is larger relative to kT at 300 K than during the anneal; screening weakens the binding and would raise the doubly ionised share. The total vacancy density remembers the anneal pressure, but the charge state follows the temperature of use.

10. Use of the formula

Use the oxygen partial pressure, and evaluate G and N_c at the anneal temperature. Compute v and n, then compare n with N_c, with the hole density and with the net dopant density. Estimate the bound fraction from v₁/v, and compare the film thickness with λ. If dopants matter, solve

v(2v − A)² = K r^(−1/2), with 2v > A,

instead of applying the one-sixth law.

When fitting data, keep temperature fixed and allow time for equilibrium at each pressure. If the conditions of section 2 also hold over the whole pressure range, a plot of ln v against ln p should have slope −1/6. Conductivity has the same slope if electrons carry the current and their mobility does not change with pressure.
